Diffusion, drift and the Einstein relation for field-driven copper ion hopping

**1. A front that is too wide**

Take a copper ion of charge q = +e that hops through a 100 nm low-k film at 448 K in a field of 2 MV/cm, with a hop length of 1 nm. Many such ions, released together, form a front whose standard deviation is 10.06 nm after a mean travel of 100 nm. The linear Einstein relation, applied to the same drift velocity, predicts 6.21 nm. The discrepancy does not depend on how fast the ions hop. It follows from three facts: motion occurs in discrete steps, the steps come at random times, and one step releases 0.200 eV, about five times the thermal energy kT = 0.03861 eV.

**2. The model and its assumptions**

The sites form a uniform one-dimensional chain with positions z = na, where n is an integer and a is the hop length. The field E is uniform and points towards larger n, and q is positive. The ion hops to n + 1 with rate k₊ and to n − 1 with rate k₋. Both rates are constant in time and equal at all sites. Hops are memoryless: the chance of a hop in the next short interval dt is k₊dt or k₋dt, whatever happened before. This suits an ion that thermalizes in its well long before it escapes. Ions do not interact or block one another.

The bath fixes the ratio of the two rates. Suppose that two neighbouring sites were cut off from the rest of the chain without altering the rates between them. They would reach equilibrium. The site at n + 1 lies lower in energy by the work qEa, so the Boltzmann distribution and the balance of hops give

Pₙ₊₁/Pₙ = exp(qEa/kT),  k₊Pₙ = k₋Pₙ₊₁.

Eliminating the populations yields local detailed balance,

k₊/k₋ = exp(qEa/kT) = e²ˣ,  x = qEa/(2kT).  (1)

Here k without a subscript is Boltzmann's constant. The field in (1) is the macroscopic field. The microscopic field varies within a period, but the work over a whole period depends on its average along the path, which is E. In this uniform chain, where each hop spans one period, no local-field enhancement factor therefore enters the ratio, although local fields may affect the height of the barrier between sites.

Equation (1) fixes the ratio of the rates and leaves their geometric mean κ = √(k₊k₋) free. Since k₊k₋ = κ² and k₊/k₋ = e²ˣ,

k₊ = κeˣ,  k₋ = κe⁻ˣ.  (2)

The factor κ may depend on field and temperature in any way.

**3. Velocity and diffusivity from the master equation**

The probability Pₙ(t) grows by arrivals from both neighbours and falls by departures:

dPₙ/dt = k₊Pₙ₋₁ + k₋Pₙ₊₁ − (k₊ + k₋)Pₙ.  (3)

For any polynomial g(n), multiply (3) by g(n) and sum over n. In the first term rename n − 1 as n, and in the second rename n + 1 as n. For an ion released at one site, Pₙ falls off fast enough that no boundary terms arise. The result is

d⟨g(n)⟩/dt = k₊⟨g(n+1) − g(n)⟩ + k₋⟨g(n−1) − g(n)⟩.  (4)

With g = n the two differences are +1 and −1, so

d⟨n⟩/dt = k₊ − k₋,  v = a(k₊ − k₋).  (5)

With g = n² the differences are 2n + 1 and −2n + 1, so

d⟨n²⟩/dt = 2(k₊ − k₋)⟨n⟩ + k₊ + k₋.  (6)

The variance is ⟨n²⟩ − ⟨n⟩². The derivative of the subtracted term is 2⟨n⟩d⟨n⟩/dt = 2⟨n⟩(k₊ − k₋), which cancels the first term of (6). Hence

d(⟨n²⟩ − ⟨n⟩²)/dt = k₊ + k₋.  (7)

The diffusivity along the field is defined by a positional variance that grows as 2Dt. Positions are a times n, so the variance carries a factor a², and

D = (a²/2)(k₊ + k₋).  (8)

The difference between (5) and (8) is the core of the matter. Backward hops subtract from the drift but add to the spread.

**4. The ratio**

Inserting (2) into (5) and (8) gives

v = aκ(eˣ − e⁻ˣ) = 2aκ sinh x,  D = (a²κ/2)(eˣ + e⁻ˣ) = a²κ cosh x.  (9)

On division κ cancels:

D/v = (a/2) coth x = (a/2) coth(qEa/2kT).  (10)

How the field divides its effect between the forward and backward rates is thus irrelevant to D/v. Direct numerical evolution of (3) at x = 0.1, 1, 2.59 and 6, each with three different divisions of the work, reproduced (10) with a largest relative deviation of 2 × 10⁻¹⁵.

The linear Einstein relation states D = μkT/q. With the mobility defined as μ = v/E, it reads

(D/v)_Einstein = kT/(qE) = a/(2x).  (11)

The last form follows from the definition of x. Dividing (10) by (11) gives the excess factor

R = x coth x.  (12)

**5. Low and high field**

For small x, cosh x = 1 + x²/2 + … and sinh x = x(1 + x²/6 + …). Their quotient multiplied by x is

R = (1 + x²/2)(1 − x²/6) + … = 1 + x²/3 + …,  (13)

with omitted terms of order x⁴. The Einstein relation is therefore the limit of vanishing work per hop, and its first correction is quadratic in the field. A 10% excess, R = 1.1, requires x = 0.553. In the example this corresponds to

E = 2kTx/(qa) = 2 × 0.03861 V × 0.553/(1 nm) = 0.0427 V/nm = 0.427 MV/cm.

For large x, coth x tends to 1 and

D/v → a/2.  (14)

Temperature has dropped out of the ratio, though not out of the rates. Almost all hops now go forward. Their number in a time t has a Poisson distribution, whose variance equals its mean k₊t. The positional variance is then a²k₊t and the mean displacement ak₊t; half their quotient is a/2. This is shot noise: the spread comes from the random timing of discrete steps. The Einstein expression (11) keeps falling as 1/E because it contains no step length.

The change is visible as the field rises at fixed temperature and hop length. At 0.1 MV/cm the ratio is 3.88 nm, against an Einstein value of 3.86 nm. At 1 MV/cm the two are 0.58 and 0.39 nm, and at 4 MV/cm they are 0.50 and 0.097 nm.

**6. What happens with the differential mobility**

A different relation results if v/E is replaced by the slope dv/dE. This slope depends on how κ varies with field, so a rate law is needed. Let a share θ of the work, with 0 < θ < 1, speed up the forward hop, and let the remainder slow the backward hop:

k₊ = k₀e^(2θx),  k₋ = k₀e^(−2(1−θ)x),  (15)

where k₀ does not depend on field. The ratio is e²ˣ, as (1) demands, and the geometric mean is

κ = k₀e^((2θ−1)x).  (16)

Differentiate v = 2aκ sinh x at fixed temperature. Since dκ/dx = (2θ − 1)κ,

dv/dx = 2aκ[cosh x + (2θ − 1) sinh x].  (17)

Multiplication by dx/dE = qa/(2kT) gives

dv/dE = (qa²κ/kT)[cosh x + (2θ − 1) sinh x].  (18)

Dividing D = a²κ cosh x by (18), then multiplying by q/kT, yields

qD/(kT dv/dE) = 1/[1 + (2θ − 1) tanh x].  (19)

For θ = 1/2 the right side is 1 at every field. With equal splitting and a field-independent k₀, an Einstein relation thus survives far from equilibrium, provided that it is written with the differential mobility. For other values of θ it does not. At the example field (19) gives 1.65 for θ = 0.3 and 0.72 for θ = 0.7; finite differences of the velocity from the master equation agree. The failure described by (12) concerns v/E and is independent of θ.

**7. The copper example**

The parameters are rough typical values for a stress test on a porous organosilicate film without a diffusion barrier. The field of 2 MV/cm equals 0.2 V/nm, so

qEa = 0.2 eV,  x = 0.200/(2 × 0.03861) = 2.590,  coth x = 1.0113.

Equations (10) and (11) give

D/v = 0.5 nm × 1.0113 = 0.506 nm,

(D/v)_Einstein = 0.03861 V/(0.2 V/nm) = 0.193 nm,

R = 0.5057/0.1930 = 2.62.

Absolute rates need two more inputs: a zero-field diffusivity of 10⁻¹⁶ cm²/s and equal splitting, θ = 1/2. At zero field both rates equal k₀, and (8) becomes D = a²k₀. Thus

k₀ = 10⁻¹⁶ cm²/s/(10⁻⁷ cm)² = 0.010 s⁻¹.

At the test field k₊ = 0.1333 s⁻¹ and k₋ = 7.50 × 10⁻⁴ s⁻¹, a ratio of about 178. Then

v = 1 nm × (0.1333 − 0.00075) s⁻¹ = 0.133 nm/s,

D = ½ × 10⁻¹⁴ cm² × (0.1333 + 0.00075) s⁻¹ = 6.70 × 10⁻¹⁶ cm²/s.

The mobility v/E is 6.63 × 10⁻¹⁵ cm²/Vs. Multiplied by kT/q = 0.03861 V, it suggests a diffusivity of 2.56 × 10⁻¹⁶ cm²/s, too small by the factor 2.62. The mobility itself has also risen, from 2.59 × 10⁻¹⁵ cm²/Vs at zero field, because v grows as sinh x.

Now consider the front. After a time t = L/v its centre has moved by L, and its variance is 2DL/v. Its standard deviation is

σ = √(2L D/v).  (20)

For L = 100 nm this gives √(2 × 100 × 0.5057) nm = 10.06 nm, whereas the Einstein ratio gives √(2 × 100 × 0.1930) nm = 6.21 nm. These are the two numbers of the opening. In the high-field limit (20) becomes σ = √(La), or a times the square root of the number of hops, here 10 nm. The transit time L/v is 754 s for the chosen rates, but changing all rates by a common factor would leave σ unchanged. Equation (20) describes a front in a continuing chain; it does not include removal of ions at an electrode.

**8. Where the conditions matter**

*Clocked hops.* Suppose that the ion makes one hop at every tick of a clock, forward with probability p₊ and backward with p₋ = 1 − p₊, and that p₊/p₋ = e²ˣ. Then p₊ − p₋ = tanh x. The mean displacement per tick is a tanh x. The mean square displacement is a², so the variance per tick is a²(1 − tanh²x) = a²/cosh²x. Half the variance divided by the mean is

D/v = a/(2 sinh x cosh x) = a/sinh 2x.  (21)

At low field this agrees with Einstein, but at the example field it gives 0.011 nm instead of 0.506 nm. The random waiting time has been removed, and with it the shot noise. Detailed balance alone therefore does not imply (10); memoryless hopping in continuous time is a separate condition.

*Continuous motion.* An overdamped ion in a tilted periodic potential has no hops built in. For a cosine potential with period a, a zero-field barrier of 12kT and the same x, numerical solution gives D/v = 0.5056 nm, against 0.5057 nm from (10). With a barrier of only 0.5kT it gives 0.199 nm, close to the Einstein value of 0.193 nm. This is expected, because overdamped motion without any barrier has v = D qE/kT at all fields. The coth law thus belongs to motion across barriers many kT high. The barrier of 1.0 eV assumed here is about 26kT, and the field lowers it in the forward direction by about 0.1 eV. This barrier and the diffusivity of Section 7 are separate rough inputs: with the attempt frequency of a cosine well for copper, about 9 × 10¹¹ s⁻¹, a barrier of 1.0 eV would give about 5 hops per second, and k₀ = 0.010 s⁻¹ would correspond to about 1.24 eV. The ratio D/v does not depend on this choice.

*Unequal barriers.* In an amorphous film the barriers differ. Let the site energies stay equal, so that (1) holds for each bond, and consider a field strong enough to suppress backward hops. The ion waits at site i for an exponentially distributed time with mean τᵢ and variance τᵢ². Over N sites the total waiting time has mean N⟨τ⟩ and variance N⟨τ²⟩, where the brackets now denote averages over sites. The velocity is v = a/⟨τ⟩. For large N a spread in arrival time corresponds to a spread in position v times as large, so

2D N⟨τ⟩ = v² N⟨τ²⟩.  (22)

Dividing by 2N⟨τ⟩v and inserting v = a/⟨τ⟩ gives

D/v = (a/2) ⟨τ²⟩/⟨τ⟩².  (23)

The last factor is at least 1, since ⟨τ²⟩ − ⟨τ⟩² is a variance. At a given mean velocity, unequal waiting times therefore widen the front. Formula (23) applies to ions that all cross the same sequence of barriers. Ions on parallel chains with different barriers also differ in their mean transit times, which widens the combined front further.

For Gaussian barriers with a standard deviation of 0.05 eV, a calculation on 400-site rings that retains backward hops gives D/v = 2.20 nm at the example field. The one-way formula (23) gives 2.20 nm as well. The spread over 12 random arrangements of the same 400 barriers rounds to 0.00 nm. This is understandable: (23) does not depend on the order of the sites, and backward hops over a given bond are 178 times slower than forward ones. The ring samples the Gaussian at 400 equally probable points and so cuts off its rare highest barriers. For the full distribution, τ is proportional to exp(s/kT), where s is the Gaussian barrier shift with standard deviation σ_b. The Gaussian averages are ⟨exp(s/kT)⟩ = exp[σ_b²/2(kT)²] and ⟨exp(2s/kT)⟩ = exp[2σ_b²/(kT)²], so

⟨τ²⟩/⟨τ⟩² = exp[σ_b²/(kT)²] = exp[(0.05/0.03861)²] ≈ 5.35,  (24)

and D/v is about 2.7 nm. In the limit of a very long chain, disorder of this size therefore raises the ratio to just over five times the value from (10). A randomly drawn chain of a hundred or a few hundred sites can lie well below or above this limit, because a few high barriers dominate ⟨τ²⟩. At vanishing field the same ring returns the Einstein ratio to within 0.1%: disorder in the barriers alone leaves the linear relation intact in that limit. That agreement holds at x = 10⁻⁵, and the limit is reached only at very small fields. For a long chain with independent barriers, keeping the backward hops gives D/v = (a/2)[coth x + ⟨τ²⟩/⟨τ⟩² − 1], which reduces to (10) for equal barriers and to (23) at high field. The excess factor then contains the term x(⟨τ²⟩/⟨τ⟩² − 1), which is linear in the field: at 0.1 MV/cm it raises R from 1.006 to about 1.6.

**9. Real films and the smaller corrections**

A temperature of 448 K and a field of 2 MV/cm are plausible for accelerated testing; the field is one third of an assumed breakdown field of roughly 6 MV/cm. The hop length is the least certain input to (10). If it were 0.5 nm, x would be halved to 1.295 and R would be about 1.5 instead of 2.6. An amorphous film breaks the assumption of equal barriers, and in general that of equal site energies as well. In a porous film the local field, and with it the work per hop, can also differ from one hop to the next, which (10) does not cover. The disorder of 0.05 eV is an illustrative value, and a one-dimensional chain forces each ion over every high barrier, whereas in three dimensions it may find a way round. The values in Section 8 therefore show the sensitivity to disorder and do not predict a particular film. Equation (10) is the result for a uniform chain.

Hop directions also vary. If they are distributed isotropically and c is the cosine of the angle to the field, a hop advances the ion by ac and releases the work qEac. With equal splitting, the sums in (5) and (8) become averages over direction:

D/v = (a/2) ∫₀¹ c² cosh(xc) dc / ∫₀¹ c sinh(xc) dc.  (25)

At the example field this is 0.41 nm, about 18% below the chain value. Unlike (10), this ratio depends on the splitting: it is 0.40 nm for θ = 0.3 and 0.43 nm for θ = 0.7.

The field also changes the mean of the forward and backward barriers. Take a cosine landscape of height U, tilted by W = qEa per period, with energy −(U/2)cos φ − Wφ/2π. Its slope vanishes where sin φ = W/(πU). The valley lies at φ₀ = arcsin(W/πU) and the summit at π − φ₀. The forward barrier is U cos φ₀ + Wφ₀/π − W/2, and the backward barrier is larger by W. Their mean is U cos φ₀ + Wφ₀/π. For small W/U, cos φ₀ ≈ 1 − φ₀²/2 and φ₀ ≈ W/(πU), so the mean rises by

ΔU ≈ W²/(2π²U).  (26)

With U = 1.0 eV this is 2.0 meV. It lowers both rates by about 5%, apart from any change in attempt frequency, and cancels in (10). It does not cancel in (19), because k₀ now depends on field: in this symmetric landscape qD/(kT dv/dE) is about 1.04 at the example field instead of 1.

A doubly charged ion in the same field would have D/v = 0.500 nm. That is almost the same ratio, but the Einstein value is halved and R rises to 5.2. Tunnelling is negligible: for the cosine barrier the crossover temperature is 6.7 K, and the leading tunnelling correction to the rate at 448 K is 0.04%.

Space charge sets a tighter limit. By Gauss's law, a sheet of ions with areal density N_s changes the field across it by qN_s/(ε₀ε_r). With ε_r = 2.7, a change of 10% of the applied field corresponds to N_s = 3.0 × 10¹¹ cm⁻². The front width in Section 7 requires a much lower density. With equal splitting v grows as sinh x, so a field difference of 10% between leading and trailing ions makes their velocities differ by about x coth x × 10% ≈ 26%, and the front spreads further as it travels. Spread over the film, this density fills only 3 × 10⁻⁵ of the sites. As copper accumulates, the uniform-field assumption therefore fails long before site blocking matters.

At assumed conditions of use, 378 K and 0.2 MV/cm, x is 0.307 and R is 1.03. For a uniform chain with the same hop length, the Einstein relation is then about 3% low in D/v. A mobility v/E measured at the stress field cannot be carried over in the same way: with equal splitting it is already 2.6 times its zero-field value at 448 K, before any change of temperature is considered. The 3% figure does not carry over to unequal barriers: for a long chain with the illustrative disorder of 0.05 eV, the formula at the end of Section 8 gives R of about 4 at these conditions. How closely a real three-dimensional film approaches the Einstein ratio at the field of use is not settled by these chain models. The full set of values is in the numerical output.

Table of computed values

```
temperature 448 K, kT = 0.03861 eV
field 2.0 MV/cm, hop length 1.0 nm
film thickness 100 nm, hop barrier 1.0 eV
work per hop qEa = 0.200 eV
x = qEa/2kT = 2.5903, coth x = 1.0113
forward/backward rate ratio = 177.8
D/v, coth law = 0.5057 nm
D/v, linear Einstein = 0.1930 nm
excess factor x coth x = 2.620
largest relative error of law in master-equation test = 2e-15
Field (MV/cm), x, D/v (nm), Einstein D/v (nm), excess factor:
  0.1  0.130  3.882  3.861  1.006
  0.5  0.648  0.877  0.772  1.136
  1.0  1.295  0.581  0.386  1.505
  2.0  2.590  0.506  0.193  2.620
  4.0  5.181  0.500  0.097  5.181
Einstein 10% wrong at x = 0.553, field = 0.427 MV/cm
Absolute rates, equal splitting:
zero-field D = 1.0e-16 cm2/s, hop rate = 0.010 1/s
forward rate = 0.1333 1/s, backward = 7.50e-04 1/s
D at field = 6.704e-16 cm2/s
velocity = 0.1326 nm/s
zero-field mobility = 2.590e-15 cm2/Vs
mobility v/E at field = 6.629e-15 cm2/Vs
D inferred from v/E by Einstein = 2.559e-16 cm2/s
transit time L/v = 754 s
front width (std. dev.) = 10.06 nm
front width from Einstein = 6.21 nm
qD/(kT dv/dE) at the example field:
  forward share 0.3: 1.6543
  forward share 0.5: 1.0000
  forward share 0.7: 0.7166
Conditions, D/v at the example x:
clocked hops: 0.01125 nm
cosine potential, barrier 12 kT: 0.5056 nm
cosine potential, barrier 0.5 kT: 0.1988 nm
Neglected effects:
barrier disorder 0.05 eV: D/v = 2.20 nm
  spread over 12 arrangements = 0.00 nm
  one-way limit for this disorder = 2.20 nm
random hop directions: D/v = 0.4136 nm
mean barrier shift by field = 2.03 meV
  common rate factor = 0.949
doubly charged ion: D/v = 0.5000 nm
  its excess factor = 5.181
ions changing field by 10% = 2.98e+11 per cm2
  relative permittivity 2.7, site filling 3.0e-05
tunnelling crossover temperature = 6.7 K
  tunnelling gain in rate at test temperature = 3.6e-04
field/breakdown field (6 MV/cm) = 0.33
use at 378 K, 0.2 MV/cm: x = 0.307
  excess factor in use = 1.031
```
